# The von Weizsaecker Coefficient from Linear Response: One Ninth and One, part 1

(Sections cited here and not found follow in the second part.)

## Slow density waves: the coefficient one ninth

A non-interacting electron gas of mean density $0.05$ Å$^{-3}$ is placed in a slow cosine potential that makes its density vary between $0.643$ and $1.381$ times the mean. The Thomas-Fermi functional then underestimates the kinetic energy by $0.996$ meV per electron, while the von Weizsaecker energy of the same density is $8.832$ meV per electron. The ratio is $0.1128$, close to $1/9$. When a wave of similar strength is made fifty times shorter, the rise of the kinetic energy above that of the uniform gas is $0.997$ of the von Weizsaecker energy. The same expression is thus needed with two different coefficients. Both follow from the response of the uniform gas to a weak potential.

### Definitions and the kinetic kernel

The electrons are non-interacting, spin-unpolarized, three-dimensional and at zero temperature. The functional $T_s[n]$ is the lowest kinetic energy that such electrons can have at density $n(\mathbf r)$. The potential energy of one electron is $v(\mathbf r)$. No charge appears, so the formulas are the same in Gaussian and SI units. The von Weizsaecker functional is

$$T_W[n]=\frac{\hbar^2}{8m}\int\frac{|\nabla n|^2}{n}\,d^3r .$$

The ground state in the potential $v$ minimizes $T_s[n]+\int vn\,d^3r$ at fixed particle number. With the Lagrange multiplier $\mu$ this gives

$$\frac{\delta T_s}{\delta n(\mathbf r)}+v(\mathbf r)=\mu .$$

Start from the uniform gas of density $n_0$ and apply a weak potential $v\cos(\mathbf q\cdot\mathbf r)$ with $q\neq0$. To first order in $v$ the density is $n_0+A\cos(\mathbf q\cdot\mathbf r)$, which defines the response function $\chi_0$ through $A=\chi_0(q)\,v$. Let $K(\mathbf r-\mathbf r')$ be the second functional derivative of $T_s$ at the uniform density. It depends on the difference of positions because the gas is uniform. Acting on a cosine, it multiplies it by its Fourier transform $K(q)$. The cosine part of the linearized Euler equation is therefore

$$K(q)A+v=0,\qquad K(q)=-\frac{1}{\chi_0(q)} .$$

A change of $\mu$ is constant in space and does not enter this component.

Now expand $T_s$ to second order in $A$. The first-order term vanishes, because $\delta T_s/\delta n$ is constant in the uniform gas and the cosine integrates to zero. The second-order term is half the kernel times the mean of $A^2\cos^2$, which is $A^2/2$. Per volume $V$,

$$\frac{T_s}{V}=t_0(n_0)+\frac{A^2}{4}K(q)+O(A^4),$$

where $t_0(n)$ is the kinetic energy per volume of the uniform gas. There is no cubic term, since shifting the wave by half a period changes the sign of $A$ and leaves the energy unchanged. The order of the remainder assumes that the energy has a power series in $A$. This fails at $q=2k_F$, with $k_F$ the Fermi wavenumber, where the potential opens a gap at the edge of the occupied states. There the remainder falls more slowly than $A^4$, though still faster than $A^2$.

The sign and the factor can be checked through the total energy $E$. Scale the potential by a number $s$ between 0 and 1. The derivative of the ground-state energy with respect to $s$ is the expectation value of the unscaled potential, so

$$\frac{1}{V}\frac{dE}{ds}=\frac{s\chi_0v^2}{2},\qquad \frac{E_2}{V}=\frac{\chi_0v^2}{4}.$$

The potential energy per volume at $s=1$ is $\chi_0v^2/2$. Subtracting it leaves $-\chi_0v^2/4=-A^2/(4\chi_0)$ for the kinetic energy, as before. Since $\chi_0$ is negative, the kinetic energy rises.

### The Lindhard function

The unperturbed orbitals are plane waves with energies $\varepsilon_k=\hbar^2k^2/2m$, filled up to $k_F$. Counting two spins gives $n_0=k_F^3/(3\pi^2)$. The potential couples $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $v/2$, and first-order perturbation theory gives

$$\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V}\left[1+c_+e^{i\mathbf q\cdot\mathbf r}+c_-e^{-i\mathbf q\cdot\mathbf r}\right],\qquad c_\pm=\frac{v/2}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}} .$$

To first order the density of this orbital is $[1+2(c_++c_-)\cos(\mathbf q\cdot\mathbf r)]/V$. Summing over the occupied orbitals, with occupation $f_{\mathbf k}$ equal to 1 or 0 and a factor 2 for spin,

$$\chi_0(q)=2\int\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\left[\frac{1}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac{1}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].$$

Replacing $\mathbf k$ by $\mathbf k+\mathbf q$ in the second term turns the sum into

$$\chi_0(q)=2\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

This form shows why small denominators do no harm. If both states of a pair are occupied, the potential mixes two occupied orbitals, which leaves the density unchanged, and the numerator is zero. Take $z$ along $\mathbf q$ and let $s$ be the distance of $k_z$ from the plane $k_z=-q/2$, where the denominator vanishes. The cross-section on which the two occupations differ has area at most $2\pi q|s|$. The denominator is also proportional to $q|s|$, so the integral is finite.

A symmetric strip around that plane can therefore be removed and its width sent to zero, which is the principal value, written P. With the strip removed, the two terms can be separated. In the second, substitute $\mathbf k=-\mathbf p-\mathbf q$. This maps the strip onto itself and turns the term into $f_{\mathbf p}/(\varepsilon_{\mathbf p}-\varepsilon_{\mathbf p+\mathbf q})$, equal to the first. Hence

$$\chi_0(q)=4\,\mathrm P\!\!\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad
\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}=-\frac{\hbar^2}{2m}(q^2+2qk_z).$$

The denominator depends on $k_z$ alone, so the Fermi sphere can be cut into discs of area $\pi(k_F^2-k_z^2)$. The prefactor is $4\cdot\pi\cdot2m/(8\pi^3\hbar^2)=m/(\pi^2\hbar^2)$:

$$\chi_0(q)=-\frac{m}{\pi^2\hbar^2}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{q^2+2qk_z}\,dk_z .$$

Set $k_z=k_Fx$ and $\eta=q/(2k_F)$. The denominator becomes $4k_F^2\eta(\eta+x)$, and

$$\chi_0(q)=-\frac{mk_F}{\pi^2\hbar^2}F(\eta),\qquad F(\eta)=\frac{1}{4\eta}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-x^2}{x+\eta}\,dx .$$

Write the numerator as $1-x^2=(1-\eta^2)-(x-\eta)(x+\eta)$. The first part integrates to $(1-\eta^2)\ln|(1+\eta)/(1-\eta)|$. The second contributes $-\int_{-1}^1(x-\eta)\,dx=2\eta$. The result is the Lindhard function

$$F(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| .$$

The kinetic kernel is therefore

$$K(q)=\frac{K_0}{F(\eta)},\qquad K_0=\frac{\pi^2\hbar^2}{mk_F}.$$

For the example, $\hbar^2/m=7.61996$ eV Å$^2$ and $k_F=1.13972$ Å$^{-1}$, so $K_0=\pi^2\times7.61996/1.13972=65.99$ eV Å$^3$.

### Kernels of the two approximate functionals

The kinetic energy per volume of the uniform gas is

$$t_0=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{\hbar^2k^2}{2m}=\frac{\hbar^2k_F^5}{10\pi^2m}=\frac{3\hbar^2}{10m}(3\pi^2)^{2/3}n_0^{5/3}.$$

The Thomas-Fermi functional is $T_{TF}[n]=\int t_0(n(\mathbf r))\,d^3r$. Its kernel is the second derivative of $t_0$. The first derivative is $\hbar^2(3\pi^2n_0)^{2/3}/2m=\hbar^2k_F^2/2m$, which is the Fermi energy $E_F$. The second is

$$t_0''(n_0)=\frac23\frac{E_F}{n_0}=\frac{\hbar^2k_F^2}{3mn_0}=\frac{\pi^2\hbar^2}{mk_F}=K_0 .$$

For the von Weizsaecker functional, $|\nabla n|^2=A^2q^2\sin^2(\mathbf q\cdot\mathbf r)$ is already of second order, so the $n$ in the denominator may be replaced by $n_0$:

$$\frac{T_W}{V}=\frac{\hbar^2}{8m}\,\frac{A^2q^2}{2n_0}=\frac{A^2}{4}K_W,\qquad K_W=\frac{\hbar^2q^2}{4mn_0}.$$

Inserting $q=2k_F\eta$ and $n_0=k_F^3/(3\pi^2)$ gives $K_W=3\eta^2K_0$. Each coefficient sought is found by comparing $1/F$ with $3\eta^2$.

### Expansion at small $q$

For $\eta<1$ the logarithm is $2(\eta+\eta^3/3+\eta^5/5+\dots)$. Therefore

$$F=\frac12+\frac{1-\eta^2}{2}\left(1+\frac{\eta^2}{3}+\frac{\eta^4}{5}+\dots\right).$$

The coefficient of $\eta^2$ is $\frac12(\frac13-1)=-\frac13$, and that of $\eta^4$ is $\frac12(\frac15-\frac13)=-\frac1{15}$. In general, the coefficient of $\eta^{2j}$ with $j\ge1$ is $-1/(4j^2-1)$. Thus

$$F=1-\frac{\eta^2}{3}-\frac{\eta^4}{15}-\dots$$

To invert this, use $1/(1-u)=1+u+u^2+\dots$ with $u=\eta^2/3+\eta^4/15+\dots$. The fourth-order coefficient is $1/15+1/9=8/45$:

$$\frac{K}{K_0}=1+\frac{\eta^2}{3}+\frac{8\eta^4}{45}+\dots=1+\frac19\,(3\eta^2)+\frac{8\eta^4}{45}+\dots$$

The first term is the Thomas-Fermi kernel. The second is one ninth of the von Weizsaecker kernel.

At $\eta=0.16$ the first two terms give $1+0.0256/3=1.00853$, and the full value is $1.00865$. The difference found by diagonalization at a relative amplitude of about 0.3 % is $1.186\times10^{-4}$, against $1.165\times10^{-4}$ from the fourth-order term. Its last digit depends on the amplitude: as $A\to0$ it tends to $1.184\times10^{-4}$, the value of $1/F-1-\eta^2/3$.

### From the kernel to the functional

The kernel describes small amplitudes. To obtain a functional for slowly varying densities of any amplitude, assume that $T_s$ has a local expansion in gradients. By rotational symmetry, its second-order part can contain $g_1(n)|\nabla n|^2$ and $g_2(n)\nabla^2n$. The identity

$$\nabla\cdot(g_2\nabla n)=g_2\nabla^2n+g_2'|\nabla n|^2$$

removes the second form when the surface term vanishes or the system is periodic. What remains is $\int g(n)|\nabla n|^2\,d^3r$ with $g=g_1-g_2'$.

For the weak wave this gives $g(n_0)A^2q^2/2$ per volume. It must equal $(A^2/4)K_0\eta^2/3$. With $\eta^2=q^2/(4k_F^2)$,

$$g(n_0)=\frac{K_0\eta^2}{6q^2}=\frac{K_0}{24k_F^2}=\frac{\pi^2\hbar^2}{24mk_F^3}=\frac{\hbar^2}{72mn_0}.$$

The density $n_0$ was arbitrary, so this fixes the function $g(n)$ at every density:

$$T_s[n]\simeq T_{TF}[n]+\frac{\hbar^2}{72m}\int\frac{|\nabla n|^2}{n}\,d^3r=T_{TF}[n]+\frac19T_W[n].$$

This step rests on the assumed local expansion, and a strong slow wave tests it. The program diagonalizes the Hamiltonian of electrons in a potential $v_0\cos(qx)$, fills the orbitals, and computes the density and the kinetic energy from them. That kinetic energy is $T_s$ of the computed density, because a state with the same density and a lower kinetic energy would also have a lower total energy.

With $v_0=1.237$ eV, one quarter of the Fermi energy, and $\eta=0.16$, the energies per electron are $3.083325$ eV for $T_s$, $3.082329$ eV for $T_{TF}$ and $0.008832$ eV for $T_W$. The Thomas-Fermi error is $-0.996$ meV. Adding $8.832/9=0.981$ meV reduces it to $-0.015$ meV. The effective coefficient $(T_s-T_{TF})/T_W$ is $0.112772$ at $\eta=0.16$ and $0.111521$ at $\eta=0.08$. If its deviation from the limit is proportional to $q^2$, as a fourth-order gradient term would make it, the limit is

$$\frac{4\times0.111521-0.112772}{3}=0.11110 ,$$

compared with $1/9=0.11111$. The deviation from $1/9$ shrinks by a factor $4.05$ when $q$ is halved, which agrees with the assumed $q^2$ law.

### Where the slow expansion fails

One parameter that must be small is the reduced gradient $|\nabla n|/(2k_F(n)\,n)$ with $k_F(n)=(3\pi^2n)^{1/3}$. It is not the only one. For $n_0+A\cos qx$ with $A\ll n_0$ its largest value is about $(A/n_0)\,\eta$, so a weak rapid wave has a small reduced gradient and still lies outside the expansion, which also requires small $\eta$. In an exponential tail $n\propto e^{-\kappa x}$ the reduced gradient equals $\kappa/(2k_F(n))$, which grows without bound as the density falls. The expansion therefore fails locally in the tail of an atom or outside a surface, however smooth the density looks there. The integrated energy can still be close: on LDA densities of Be and Ne, $T_{TF}+T_W/9$ lies within 1 % of $T_s$, while $T_{TF}+T_W$ is 60 to 85 % too large. The test above avoids this, since the density stays above $0.64\,n_0$.

In $q$ there is a sharp limit as well. The logarithm in $F$ is singular at $\eta=1$, so the power series in $\eta$ cannot be continued past $q=2k_F$.

## Rapid density waves: the full coefficient

The following symbols and results carry over. The gas has mean density $n_0=k_F^3/(3\pi^2)$, Fermi energy $E_F$, and uniform kinetic energy per volume $t_0=\frac35E_Fn_0$. A wave of wavenumber $q$ has $\eta=q/(2k_F)$. A weak wave of amplitude $A$ raises the kinetic energy per volume by $A^2K/4$, with $K=K_0/F(\eta)$ and $K_0=\frac23E_F/n_0$. The Thomas-Fermi kernel is $K_0$, and the von Weizsaecker kernel is $K_W=3\eta^2K_0=\hbar^2q^2/(4mn_0)$. At small $\eta$, $K/K_0=1+\eta^2/3+\dots$, which gives the coefficient $1/9$.

### Expansion at large $q$

For $\eta>1$ the logarithm is $\ln[(\eta+1)/(\eta-1)]=2(\eta^{-1}+\eta^{-3}/3+\eta^{-5}/5+\dots)$. Hence

$$F=\frac12+\frac{1-\eta^2}{2}\left(\frac1{\eta^2}+\frac1{3\eta^4}+\frac1{5\eta^6}+\frac1{7\eta^8}+\dots\right).$$

The product of $-\eta^2/2$ with the first term in the bracket is $-\frac12$, which cancels the leading $\frac12$. The remaining coefficients are $\frac12(1-\frac13)=\frac13$, $\frac12(\frac13-\frac15)=\frac1{15}$ and $\frac12(\frac15-\frac17)=\frac1{35}$:

$$F=\frac1{3\eta^2}+\frac1{15\eta^4}+\frac1{35\eta^6}+\dots=\frac1{3\eta^2}\left(1+\frac1{5\eta^2}+\frac3{35\eta^4}+\dots\right).$$

Inverting the bracket gives $1-\frac1{5\eta^2}+\left(\frac1{25}-\frac3{35}\right)\frac1{\eta^4}+\dots$, where the last coefficient is $-8/175$. Therefore

$$\frac{K}{K_0}=3\eta^2-\frac35-\frac{24}{175\,\eta^2}-\dots$$

The leading term is the von Weizsaecker kernel with coefficient 1. The constant after it is $-3/5$. The functional $T_{TF}+T_W$ would have $+1$ there, so it has the right leading term and the wrong correction. At $\eta=4$ the Lindhard kernel is $47.39$ in units of $K_0$. The first two terms of the expansion give $48-0.6=47.40$, and $T_{TF}+T_W$ gives $49$, which is 3.4 % too large. The slow-wave functional $T_{TF}+T_W/9$ gives $6.33$, about 13 % of the correct value.

The response of the uniform gas gives the von Weizsaecker term the coefficient $1/9$ for slow waves and $1$ for weak rapid waves, where the next term in $K/K_0$ is $-3/5$. It remains to explain why the coefficient becomes one, to extend that result to strong rapid plane waves, and to treat the wavelengths in between and the use of these functionals in a program.
